# Ring-polymer molecular dynamics rate: reactive flux, surface independence, parabolic barrier, part 2

A particle of mass $m$ crosses a barrier of height $V_0$ from reactants (left) to products (right). Here $\beta=1/k_BT$, $h(x)$ is the unit step, $N(E)$ is the transmission probability, $k$ is the rate constant and $Q_r=(m/2\pi\beta\hbar^2)^{1/2}$ is the reactant partition function per unit length. The factor $\kappa=2\pi\hbar\beta e^{\beta V_0}kQ_r$ is 1 classically, and the quantum rate is
$$kQ_r=\frac{1}{2\pi\hbar}\int dE\,N(E)\,e^{-\beta E}.\tag{1}$$

Ring-polymer molecular dynamics (RPMD) moves $n$ beads, $q_{n+1}=q_1$, by Hamilton's equations of
$$H_n=\sum_{j=1}^n\Big[\frac{p_j^2}{2m}+\frac12m\omega_n^2(q_j-q_{j+1})^2+V(q_j)\Big],\tag{3}$$
with $\beta_n=\beta/n$, $\omega_n=1/\beta_n\hbar$ and $\langle A\rangle=(2\pi\hbar)^{-n}\int d^np\,d^nq\,e^{-\beta_nH_n}A$. The orthonormal modes $Q_k,P_k$ have spring frequencies $\omega_k=2\omega_n\sin(k\pi/n)$. The centroid is $\bar q=n^{-1}\sum_jq_j=Q_0/\sqrt n$, and $\prod_{k\ge1}\omega_k=n\omega_n^{n-1}$. From (c),
$$\prod_{k=1}^{n-1}\Big[4\sin^2\frac{k\pi}{n}-4\sin^2\frac\varphi2\Big]=\frac{\sin^2(n\varphi/2)}{\sin^2(\varphi/2)};\tag{4}$$
the full product, including the $k=0$ factor $-4\sin^2(\varphi/2)$, is $-4\sin^2(n\varphi/2)$.

For dividing surfaces $s_a=0$, $s_b=0$, with $h_a=h(s_a)$, the RPMD value of $kQ_r$ is the long-time limit of $C_{ab}(t)=\langle\delta(s_a)\dot s_a\,h_b(t)\rangle$, and
$$C_{ab}(t)\le\langle\delta(s_a)\dot s_a\,h(\dot s_a)\rangle=C_{aa}(0^+).\tag{7}$$
With $\Delta=h_a-h_{a'}$ and $G(t)=\langle\Delta(0)h_b(t)\rangle$,
$$C_{ab}(t)-C_{a'b}(t)=-\frac{dG}{dt}.\tag{8}$$
By (f), if the weight $W=\langle|\Delta|\rangle$ between the surfaces is finite, existing long-time limits agree. For $V\ge0$ this holds for surfaces $s=\bar q+f(x)-d$ with polynomial $f$, where $x_j=q_j-\bar q$.

For these surfaces $\kappa(t)=2\pi\hbar\beta e^{\beta V_0}C_{aa}(t)$ is sampled by
$$\kappa(t)=E\Big[\sqrt n\,|g|\;e^{\beta V_0-\beta_n\sum_jV(q_j)}\,(h_+-h_-)\Big].\tag{10}$$
Here $E[\cdot]$ averages over free-ring configurations on the surface and momenta, $g=\nabla_qs$, and $h_\pm$ is $h(s(t))$ on the trajectory pair started from $(q,\pm p)$, with $p$ having a positive component along $g$. The curved surface has $f=-\gamma R^2$, $R^2=n^{-1}\sum_ix_i^2$.

**Problem (h).** For $V=V_0-\tfrac12m\omega^2q^2$ find $N(E)$ and $\kappa$ as functions of $\varepsilon=(E-V_0)/\hbar\omega$ and $u=\beta\hbar\omega$. This potential has no flat region, so (1) defines the product $kQ_r$, with $E$ running over the whole real line.

**Solution.** Define $v=(p+m\omega q)/\sqrt{2m\omega}$ and $w=(p-m\omega q)/\sqrt{2m\omega}$. From $[q,p]=i\hbar$, $[v,w]=(m\omega\,i\hbar+m\omega\,i\hbar)/2m\omega=i\hbar$. The cross terms cancel in $vw+wv=(p^2-m^2\omega^2q^2)/m\omega$, so $H-V_0=\tfrac12\omega(vw+wv)$. The equations of motion $\dot q=p/m$, $\dot p=m\omega^2q$ give $\dot v=\omega v$ and $\dot w=-\omega w$, and $q=(v-w)/\sqrt{2m\omega}$. In the far past $q\simeq-w/\sqrt{2m\omega}$, so a state incident from the left lives on $w>0$. In the far future $q\simeq v/\sqrt{2m\omega}$, so $v>0$ is transmitted and $v<0$ reflected.

In the $w$ representation $v=i\hbar\partial_w$, and the eigenvalue equation $i\hbar\omega(w\partial_w+\tfrac12)\chi=\hbar\omega\varepsilon\chi$ has the incident solution $\chi=w^{-1/2-i\varepsilon}h(w)$. In the $v$ representation $w=-i\hbar\partial_v$, so $\langle v|w\rangle\propto e^{ivw/\hbar}$ and
$$\psi(v)\propto\int_0^\infty dw\;w^{-1/2-i\varepsilon}e^{ivw/\hbar}.$$
Rotate the contour to $w=\pm i\hbar y/|v|$, upper sign for $v>0$, through the quadrant where the exponential decays. This gives $(\pm i\hbar/|v|)^{1/2-i\varepsilon}\,\Gamma(\tfrac12-i\varepsilon)$. Since $|(\pm i)^{-i\varepsilon}|=e^{\pm\pi\varepsilon/2}$, we have $|\psi|^2\propto e^{\pm\pi\varepsilon}/|v|$ with a common constant. The Hamiltonian is first order in $\partial_v$, so the current is $\omega v|\psi|^2$, and the outgoing fluxes are in the ratio $N/(1-N)=e^{2\pi\varepsilon}$:
$$N=\frac1{1+e^{-2\pi\varepsilon}}.$$
Direct integration of the Schrödinger equation was tested against this form. Then $\kappa=u\int d\varepsilon\,e^{-u\varepsilon}/(1+e^{-2\pi\varepsilon})$. With $y=-2\pi\varepsilon$ and $\alpha=u/2\pi$, $\kappa=\alpha I$ where $I=\int_{-\infty}^\infty dy\,e^{\alpha y}/(1+e^y)$, which converges for $0<\alpha<1$. Integrate round the rectangle between the real axis and the line $\operatorname{Im}y=2\pi$. The upper side contributes $-e^{2\pi i\alpha}I$, and the pole at $y=i\pi$ has residue $e^{i\pi\alpha}/e^{i\pi}=-e^{i\pi\alpha}$. Thus $I(1-e^{2\pi i\alpha})=-2\pi ie^{i\pi\alpha}$, $I=\pi/\sin\pi\alpha$, and
$$\kappa_{\rm qm}=\frac{u/2}{\sin(u/2)},\qquad u<2\pi.\tag{11}$$
For $u\ge2\pi$, at or below the crossover temperature $T_c=\hbar\omega/2\pi k_B$, the Boltzmann factor grows at least as fast as $N\simeq e^{2\pi\varepsilon}$ falls when $\varepsilon\to-\infty$, and the parabolic model has no thermal rate.

### (i) The ring polymer on the parabolic barrier

With the surface $\bar q=0$, find $\kappa_n(t)$ in closed form, its range of existence and its approach to large $n$.

**Solution.** Orthogonality gives $\sum_jq_j^2=\sum_kQ_k^2$, so
$$H_n=nV_0+\sum_{k=0}^{n-1}\Big[\frac{P_k^2}{2m}+\frac12m\Omega_k^2Q_k^2\Big],\qquad\Omega_k^2=\omega_k^2-\omega^2,$$
and the modes are independent, with $\Omega_0^2=-\omega^2$. The flux is unchanged by rescaling $s$, so $\delta(\bar q)\dot{\bar q}=\delta(Q_0)P_0/m$. From $Q_0(0)=0$ the motion is $Q_0(t)=P_0\sinh(\omega t)/m\omega$, which has the sign of $P_0$ for all $t>0$. The centroid factor is $(2\pi\hbar)^{-1}\int_0^\infty dP_0(P_0/m)e^{-\beta_nP_0^2/2m}=n/2\pi\hbar\beta$. Each internal mode gives $1/\beta_n\hbar\Omega_k=\omega_n/\Omega_k$, provided $\Omega_k^2>0$, and $\beta_nnV_0=\beta V_0$. Hence, independently of $t$,
$$\kappa_n=n\prod_{k=1}^{n-1}\frac{\omega_n}{\Omega_k}=\prod_{k=1}^{n-1}\frac{\omega_k}{\sqrt{\omega_k^2-\omega^2}} .$$
The centroid crosses classically, and the enhancement is static: the curvature softens the internal modes, which raises their partition functions at the top. Now $\omega/\omega_n=u/n$, so $(\Omega_k/\omega_n)^2=4\sin^2(k\pi/n)-4\sin^2(\varphi/2)$ with $\sin(\varphi/2)=u/2n$. By (4), $\kappa_n=n\sin(\varphi/2)/\sin(n\varphi/2)$, that is
$$\kappa_n=\frac{u/2}{\sin[n\arcsin(u/2n)]}.\tag{12}$$
For $n\ge2$ it exists when $\omega<\omega_1$, or $u<2n\sin(\pi/n)$; for $n=8$ the tested threshold is $6.12293$. Beyond it the lowest internal modes are unstable and their Gaussian integrals diverge. As $n\to\infty$ the threshold tends to $2\pi$ and $n\arcsin(u/2n)\to u/2$, so $\kappa_n\to\kappa_{\rm qm}$ for every $u<2\pi$. This is the sense in which RPMD is exact for the parabolic barrier: in the limit of many beads, over the whole range where the quantum rate exists.

From $\arcsin x=x+x^3/6+\dots$, $n\arcsin(u/2n)=u/2+u^3/48n^2+O(n^{-4})$, and $\delta\ln\kappa=-\cot(u/2)\,\delta(u/2)$ for a shift in the argument of the sine, so
$$\kappa_n/\kappa_{\rm qm}-1=-\frac{u^3\cot(u/2)}{48\,n^2}+O(n^{-4}).\tag{13}$$
At leading order the approach is from below for $u<\pi$ and from above for $\pi<u<2\pi$. For small $u$, $\sin(u/2+u^3/48n^2)\simeq\tfrac u2[1-u^2(1-n^{-2})/24]$, so $\kappa_n\simeq1+u^2(1-n^{-2})/24$, which is 1 for $n=1$ and tends to the Wigner correction.

### (j) Other surfaces on the parabolic barrier

Find $\kappa(t)$ for the surface $\bar q=d$. For a linear surface $s=\sum_kc_kQ_k$ with $c_0>0$, find when $\kappa(t)$ exists, and its values at $0^+$ and $\infty$. Specialize to a single bead.

**Solution.** For $\bar q=d$ the internal factors are as before. With $\bar p=P_0/\sqrt n$ the centroid weight is $\exp[-\beta\bar p^2/2m+\beta m\omega^2d^2/2]$ and $\bar q(t)=d\cosh\omega t+\bar p\sinh(\omega t)/m\omega$. The condition $\bar q(t)>d$ reads $\bar p>p^*=-m\omega d\tanh(\omega t/2)$, because $(\cosh x-1)/\sinh x=\tanh(x/2)$. Since $\int_{p^*}^\infty(\bar p/m)e^{-\beta\bar p^2/2m}d\bar p=e^{-\beta p^{*2}/2m}/\beta$ and $1-\tanh^2=\cosh^{-2}$,
$$\kappa(t)=\kappa_n\exp\Big[\frac{\beta m\omega^2d^2}{2\cosh^2(\omega t/2)}\Big].$$
It starts above $\kappa_n$ by the Boltzmann factor of the lower potential at $d$ and decays to $\kappa_n$. This form was tested against trajectories, and (8) by quadrature for displaced centroid surfaces.

For the linear surface assume $\Omega_k^2>0$ for $k\ge1$. Integrating $\delta(s)$ over $Q_0$ gives $1/c_0$ and sets $Q_0=-\sum_{k\ge1}(c_k/c_0)Q_k$. With $\xi_k=\Omega_kQ_k$ and $\eta_k=\omega c_k/c_0\Omega_k$, the potential energy on the surface is $\tfrac12m[|\xi|^2-(\eta\cdot\xi)^2]$. This form has eigenvalue $1-\sigma$ along $\eta$, where
$$\sigma=|\eta|^2=\frac{\omega^2}{c_0^2}\sum_{k\ge1}\frac{c_k^2}{\Omega_k^2},$$
and eigenvalue 1 across it. The integral exists if and only if $\sigma<1$, and it equals the centroid-surface configuration integral times $c_0^{-1}(1-\sigma)^{-1/2}$. The weight $W$ between this surface and $Q_0=0$ is finite under the same condition, since at fixed $\xi$ the integrand $e^{\beta_nm\omega^2Q_0^2/2}$ is largest at the end of the interval that lies on the tilted surface.

The remaining average is $E[A\,h(S)]$ with $A=\dot s(0)=\sum_kc_kP_k/m$ and $S=s(t)$, jointly Gaussian with zero mean. Write $A=\lambda S+R$ with $\lambda=\operatorname{cov}(A,S)/\operatorname{var}S$. Then $R$ is uncorrelated with $S$, hence independent of it, with zero mean, and $E[S\,h(S)]=(\operatorname{var}S/2\pi)^{1/2}$, so
$$E[A\,h(S)]=\operatorname{cov}(A,S)/\sqrt{2\pi\operatorname{var}S}.\tag{14}$$
The centroid surface has $E=(2\pi\beta_nm)^{-1/2}$. At $t=0^+$, $S\propto A$ and $\operatorname{var}A=|c|^2/\beta_nm$, so $E=|c|(2\pi\beta_nm)^{-1/2}$ and
$$\kappa(0^+)=\kappa_n\,\frac{|c|}{c_0\sqrt{1-\sigma}}\ \ge\ \kappa_n.\tag{15}$$
At time $t$,
$$S=c_0\Big[Q_0\cosh\omega t+\frac{P_0\sinh\omega t}{m\omega}\Big]+\sum_{k\ge1}c_k\Big[Q_k\cos\Omega_kt+\frac{P_k\sin\Omega_kt}{m\Omega_k}\Big].$$
Equation (14) is unchanged by a positive rescaling of $S$. Dividing by $c_0e^{\omega t}/2$, the bounded sum fades as $e^{-\omega t}$ and $S\to S_\infty=Q_0+P_0/m\omega$. Then $\operatorname{cov}(A,S_\infty)=c_0/\beta_nm\omega$. On the surface $Q_0=-\eta\cdot\xi/\omega$, and the component of $\xi$ along $\eta$ has variance $1/\beta_nm(1-\sigma)$, so
$$\operatorname{var}S_\infty=\frac{1}{\beta_nm\omega^2}\Big[\frac{\sigma}{1-\sigma}+1\Big]=\frac1{\beta_nm\omega^2(1-\sigma)} .$$
Hence $E=c_0\sqrt{1-\sigma}\,(2\pi\beta_nm)^{-1/2}$, which cancels the configuration factor $c_0^{-1}(1-\sigma)^{-1/2}$, and $\kappa(\infty)=\kappa_n$.

For $s=q_1$, the $c_k$ are the first components of the eigenvectors, $|c|=1$ and $c_0=n^{-1/2}$. A degenerate cosine and sine pair has $c_k^2+c_{n-k}^2=2/n$, and the alternating mode of even $n$ has $c^2=1/n$, so $\sigma=\sum_{k\ge1}X/(4\sin^2(k\pi/n)-X)$ with $X=4\sin^2(\varphi/2)$. This is $-X\,d/dX$ of the logarithm of (4). From $dX/d\varphi=4\sin(\varphi/2)\cos(\varphi/2)$, $X\,d/dX=\tan(\varphi/2)\,d/d\varphi$, and the $\varphi$ derivative of the logarithm is $n\cot(n\varphi/2)-\cot(\varphi/2)$. Therefore
$$1-\sigma=n\tan(\varphi/2)\cot(n\varphi/2).\tag{16}$$
This is positive for $n\varphi/2<\pi/2$, or $u<2n\sin(\pi/2n)$, which is $3.12145$ for $n=8$ (tested) and tends to $\pi$. Between this value and the centroid threshold, a ring pinned at one bead lowers its energy without limit by sliding down one side, so the bead-surface integral diverges while the centroid one is finite. By (15), $\kappa(0^+)$ for a bead grows as $\sqrt n$ at fixed $u<\pi$; the computed ratio between $n=64$ and $n=16$ at $u=2$ is $2.0013$. The bound (7) for this surface is thus empty as $n\to\infty$, although the long-time limit converges.

### (k) A quadratic saddle

In two dimensions with equal masses, let the Hessian at the saddle have eigenvalues $-m\omega^2$ and $m\Omega^2$. Find $2\pi\hbar\beta e^{\beta V_0}C(\infty)$ for a centroid surface whose normal makes an angle $\vartheta$ with the unstable direction.

**Solution.** In the eigendirections $H_n$ is a sum of a parabolic-barrier ring and a harmonic ring. For $\vartheta=0$ the harmonic ring contributes its partition function $\prod_{k=0}^{n-1}\omega_n/\sqrt{\omega_k^2+\Omega^2}$. Setting $\varphi=i\chi$ in the full product of (c) turns $-4\sin^2(\varphi/2)$ into $4\sinh^2(\chi/2)$ and $-4\sin^2(n\varphi/2)$ into $4\sinh^2(n\chi/2)$, with $\sinh(\chi/2)=\beta\hbar\Omega/2n$. Thus
$$2\pi\hbar\beta e^{\beta V_0}C(\infty)=\frac{\kappa_n}{2\sinh[n\operatorname{arsinh}(\beta\hbar\Omega/2n)]}.$$
As $n\to\infty$ this tends to $\kappa_{\rm qm}/2\sinh(\beta\hbar\Omega/2)$, the quantum result, since the separable quantum problem gives (11) times the oscillator partition function. For $\vartheta\ne0$ the derivation in (j) applies unchanged, since it used one unstable mode and any set of stable ones. Here $c_0=\cos\vartheta$, the stable centroid mode has $c=\sin\vartheta$, and $\sigma=(\omega^2/\Omega^2)\tan^2\vartheta$. For $\sigma<1$ the limit is the same, while the $0^+$ value is larger by $1/(\cos\vartheta\sqrt{1-\sigma})$. In a tested coupled case with $n=6$ the function falls from $0.31321$ at $0^+$ to $0.29863$, in agreement with the formula.

### (l) Worked example

Take the round model parameters $m=1000\,m_e$, $V=V_0\operatorname{sech}^2(q/a)$, $V_0=0.015$ hartree, $a=0.75$ bohr, with $\hbar=1$. Evaluate the parabolic results at 1000 K and 500 K, compare four surfaces on the full barrier at 1000 K, and compare RPMD with the quantum rate of the model. All values are listed in the numerical output below.

**Solution.** Near the top $V\simeq V_0(1-q^2/a^2)$, so $\omega^2=2V_0/ma^2=0.03/562.5$, $\omega=0.007303$ hartree ($1602.8$ cm$^{-1}$) and $T_c=367.0$ K. At 1000 K, $\beta=315.78$ hartree$^{-1}$ and $u=315.78\times0.007303=2.3061$; at 500 K, $u=4.6122$.

At 1000 K, $\kappa_n$ for $n=4,8,16,32$ is $1.2525$, $1.2593$, $1.2610$, $1.2614$, rising to $\kappa_{\rm qm}=1.2615$. At 500 K it is $3.6507$, $3.2075$, $3.1324$, $3.1151$, falling to $3.1095$. The directions are those of (13), as $2.3061<\pi<4.6122$. At 500 K and $n=32$, $3.1151/3.1095-1=0.0018$ relative to the quantum value, and (13) gives $98.11\times0.9045/(48\times1024)=0.0018$.

For one bead at 1000 K and $n=8$, $\varphi/2=\arcsin(2.3061/16)=0.14464$ and $n\varphi/2=1.1571$. Then (16) gives $1-\sigma=8\times0.14565\times0.4391=0.5116$, and (15) gives $\kappa(0^+)=1.2593\times\sqrt{8/0.5116}=4.980$, matching the $4.9797$ found from the bead-space matrices. At $\omega t=1,2,4,25$ the function is $1.0465$, $0.9976$, $1.2495$, $1.2593$. It oscillates about its limit before settling, falling to about $0.81$ near $\omega t=1.7$ and rising to about $1.44$ at $\omega t=3$. The bounded internal terms in $S$ enter the covariance and variance at relative order $e^{-\omega t}$ with oscillating coefficients, and neither (7) nor (8) requires a monotonic approach. At 500 K this surface has no parabolic $\kappa(t)$, since $4.6122>3.12145$.

On the full barrier, (10) was evaluated for $n=8$ with 20000 trajectory pairs and a time step of 10 au. The shifted surface has $d=0.25$ bohr and the curved one is $\bar q-\gamma R^2$ with $\gamma=4$ bohr$^{-1}$. Brackets give one standard error.

| surface | $\kappa(0^+)$ | $\kappa(1200\ \text{au})$ |
|---|---|---|
| centroid | 1.233(0.001) | 1.233(0.001) |
| shifted | 1.865(0.001) | 1.233(0.006) |
| bead | 4.272(0.012) | 1.225(0.022) |
| curved | 2.346(0.011) | 1.234(0.012) |

The $0^+$ values span a factor $4.272/1.233$, which is $3.4$ to $3.5$ within two standard errors, and the long-time values agree within their errors, as (f) requires for $V\ge0$. The surviving fractions are $1.233/1.865=0.66$, $1.225/4.272=0.29$ and $1.234/2.346=0.53$, and the centroid surface shows no recrossing at this precision. The values at 1000 au differ from those at 1200 au by at most $0.003$.

The quantum reference is (1) with $N(E)$ from numerical integration of the one-dimensional Schrödinger equation, tested against the closed-form transmission of the $\operatorname{sech}^2$ barrier. It describes this model and no real reaction. It gives $\kappa=1.2952$. The centroid bound $\kappa(0^+)$ is $1.2342(0.0004)$ for $n=16$ and $1.2349(0.0004)$ for $n=32$, and $1.2349/1.2952-1=-4.66\%$ relative to the quantum value, with a sampling error of about $0.03$ percentage points. By (7) the RPMD rate at $n=32$ lies at or below this bound, so it is too low by at least about that amount. The change of $0.0007$ from $n=16$ to $n=32$ is of the size of the combined sampling error, $0.0006$, and both are small against the gap of $0.060$, which is numerical evidence that the deficit persists as $n\to\infty$ and that RPMD is not exact for this anharmonic barrier.

The two theories move in opposite directions from the common parabolic value. For RPMD the direction is derived: $\tanh^2y\le y^2$ gives $\operatorname{sech}^2y\ge1-y^2$, so $V$ lies above its parabola at every bead, the weight in (10) is smaller, and the centroid bound cannot exceed $\kappa_n$, as in $1.233<1.2593$. The quantum value instead rises from $1.2615$ to $1.2952$, so that here the parabolic formula is closer to the quantum rate than RPMD on the true potential.

For the rates, $Q_r=0.70994$ bohr$^{-1}$ and $e^{-\beta V_0}=8.7682\times10^{-3}$, so the classical value is
$$k=\frac{8.7682\times10^{-3}}{2\pi\times315.78\times0.70994}=6.225\times10^{-6}\ \text{bohr per au of time},$$
or $13.6$ m/s. Multiplying by $\kappa$ gives $7.67\times10^{-6}$ ($16.8$ m/s) for RPMD with $n=8$, $7.85\times10^{-6}$ ($17.2$ m/s) for the parabolic quantum formula and $8.06\times10^{-6}$ ($17.6$ m/s) for the quantum rate of the full barrier.

## Computed results

```
quartic well Z_n/Z-1: n=32 4.257e-03, n=64 1.069e-03, ratio 3.983
bead surface kappa(0+) ratio n=64 to n=16 at u=2: 2.0013
largest u for n=8: centroid surface 6.12293, bead surface 3.12145
2D saddle, beta=2, n=6 (reduced units): 2 pi beta C at 0+ 0.31321, at wt=25 0.29863
m = 1000 m_e, V0 = 0.015 hartree, a = 0.75 bohr
w = 0.007303 hartree = 1602.8 cm^-1, crossover T = 367.0 K
T = 1000 K: beta = 315.78 1/hartree, u = 2.3061, beta V0 = 4.7366
  parabolic kappa_n, n=4,8,16,32: 1.2525, 1.2593, 1.2610, 1.2614
  parabolic quantum kappa = 1.2615
T = 500 K: beta = 631.55 1/hartree, u = 4.6122, beta V0 = 9.4733
  parabolic kappa_n, n=4,8,16,32: 3.6507, 3.2075, 3.1324, 3.1151
  parabolic quantum kappa = 3.1095
1000 K parabolic n=8 bead surface kappa at wt=0+,1,2,4,25: 4.9797, 1.0465, 0.9976, 1.2495, 1.2593
sech^2 barrier, 1000 K, n=8, 20000 pairs, dt = 10.0 au, d = 0.25 bohr, gamma = 4.0 1/bohr
  centroid: kappa(0+) 1.233(0.001), t=1000 au 1.233, t=1200 au 1.233(0.001)
  shifted: kappa(0+) 1.865(0.001), t=1000 au 1.236, t=1200 au 1.233(0.006)
  bead: kappa(0+) 4.272(0.012), t=1000 au 1.225, t=1200 au 1.225(0.022)
  curved: kappa(0+) 2.346(0.011), t=1000 au 1.234, t=1200 au 1.234(0.012)
centroid kappa(0+), n=16: 1.2342(0.0004)
centroid kappa(0+), n=32: 1.2349(0.0004)
quantum kappa, sech^2 barrier: 1.2952
n=32 upper bound relative to quantum: -4.66 percent
Q_r = 0.70994 1/bohr, exp(-beta V0) = 8.7682e-03
k classical: 6.2249e-06 bohr/au time = 13.62 m/s
k RPMD n=8 centroid: 7.6728e-06 bohr/au time = 16.79 m/s
k quantum: 8.0625e-06 bohr/au time = 17.64 m/s
k parabolic quantum: 7.8529e-06 bohr/au time = 17.18 m/s
```
